# Zone-centre levels of silicon in the empty-lattice approximation: verification in Python

```python
"""
Result under test: for a free electron in the face-centred cubic lattice of
silicon, the first nonzero level at the zone centre (k = 0) is
    E_111 = 3 h^2 / (2 m a^2), eightfold without spin, about 15.3 eV.
Symbols: h Planck constant, m free-electron mass, a edge of the cubic cell,
G = (2 pi/a)(n1,n2,n3) a wave vector with integer n1, n2, n3.
The levels are checked by a finite-difference Laplacian on the real-space cell.
A local empirical pseudopotential sizes the neglected crystal potential.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh

h, hbar, m, c, eV = const.h, const.hbar, const.m_e, const.c, const.e
rydberg_eV = const.value("Rydberg constant times hc in eV")

a = 0.543e-9                      # rough typical silicon lattice constant, m
primitive = 0.5 * a * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
cubic = a * np.eye(3)


def level_111(edge):
    """Derived first excited zone-centre level in eV."""
    return 3 * h**2 / (2 * m * edge**2) / eV


unit = h**2 / (2 * m * a**2) / eV
E111 = level_111(a)
E200 = 4 * unit


def periodic_cell_levels(cell, count, points=12):
    """Lowest levels (eV) of -hbar^2/(2m) Laplacian, periodic on the cell.

    Sixth-order differences are taken along the cell edges; the inverse
    metric of the edges turns them into the Cartesian Laplacian.
    """
    one = np.eye(points)

    def shift(s):
        return np.roll(one, s, axis=1)

    first = np.zeros_like(one)
    second = -49 / 18 * one
    for s, c1, c2 in [(1, 3/4, 3/2), (2, -3/20, -3/20), (3, 1/60, 1/90)]:
        first += c1 * (shift(s) - shift(-s))
        second += c2 * (shift(s) + shift(-s))
    first *= points
    second *= points**2
    inverse_metric = np.linalg.inv(cell @ cell.T)
    laplacian = np.zeros((points**3, points**3))
    for i in range(3):
        for j in range(i, 3):
            factors = [one, one, one]
            if i == j:
                factors[i] = second
                weight = inverse_metric[i, i]
            else:
                factors[i] = first
                factors[j] = first
                weight = 2 * inverse_metric[i, j]
            laplacian += weight * np.kron(np.kron(factors[0], factors[1]),
                                          factors[2])
    hamiltonian = -hbar**2 / (2 * m) / eV * laplacian
    return eigh(hamiltonian, eigvals_only=True,
                subset_by_index=[0, count - 1])


# Real-space levels of the primitive cell: 1, 8 and 6 states, then a gap.
# The relative error of the stencil on this grid is estimated below 1e-3.
fd = periodic_cell_levels(primitive, 16)
assert abs(fd[0]) < 1e-6
assert np.allclose(fd[1:9], E111, rtol=1e-3)
assert np.allclose(fd[9:15], E200, rtol=1e-3)
assert fd[15] > 1.5 * E200
assert abs(E111 - 15.3) < 0.05

# The larger cubic cell folds the X states onto its own zone centre.
fd_cubic = periodic_cell_levels(cubic, 8)
assert abs(fd_cubic[0]) < 1e-6
assert np.allclose(fd_cubic[1:7], unit, rtol=1e-3)
assert fd_cubic[7] > 1.5 * unit

# Translation phases decide which integer triples belong to k = 0.
triples = np.array(list(itertools.product(range(-7, 8), repeat=3)))
phases = np.exp(2j * np.pi * triples @ primitive.T / a)
at_centre = np.all(np.abs(phases - 1) < 1e-9, axis=1)
parity = triples % 2
same_parity = np.all(parity == parity[:, :1], axis=1)
assert np.array_equal(at_centre, same_parity)
phase_100 = np.exp(2j * np.pi * np.array([1, 0, 0]) @ primitive.T / a).real
assert np.sum(phase_100 < -0.999) == 2


# Neglected crystal potential: local empirical pseudopotential at k = 0.
form_factor_Ry = {3: -0.21, 8: 0.04, 11: 0.08}   # rough typical values


def pseudopotential_levels(cutoff):
    """Zone-centre levels in eV; cutoff limits n1^2 + n2^2 + n3^2."""
    waves = triples[at_centre]
    waves = waves[np.sum(waves**2, axis=1) <= cutoff]
    difference = waves[:, None, :] - waves[None, :, :]
    size = np.sum(difference**2, axis=2)
    # Atoms sit at +tau and -tau with tau = (a/8)(1,1,1).
    structure = np.cos(np.pi / 4 * np.sum(difference, axis=2))
    matrix = np.diag(unit * np.sum(waves**2, axis=1).astype(float))
    for shell, strength in form_factor_Ry.items():
        matrix += np.where(size == shell,
                           strength * rydberg_eV * structure, 0.0)
    return np.linalg.eigvalsh(matrix), len(waves)


small_basis, small_count = pseudopotential_levels(24)
large_basis, large_count = pseudopotential_levels(48)
basis_change = np.max(np.abs(small_basis[:8] - large_basis[:8]))
assert basis_change < 0.05
relative = large_basis - large_basis[0]
assert np.ptp(relative[1:4]) < 1e-6
assert np.ptp(relative[4:7]) < 1e-6
triplet_gap = relative[4] - relative[3]
assert triplet_gap > 1.0

# Smaller neglected effects.
expansion = 2.6e-6                # rough typical coefficient, 1/K
heating = 100.0                   # temperature rise, K
spin_orbit = 0.04                 # rough typical valence splitting, eV
thermal_shift = level_111(a * (1 + expansion * heating)) - E111
assert np.isclose(thermal_shift, -2 * expansion * heating * E111, rtol=1e-2)
G111 = np.sqrt(3) * 2 * np.pi / a
momentum = hbar * G111
rest = m * c**2
kinetic_rel = (momentum * c)**2 / (np.hypot(momentum * c, rest) + rest) / eV
relativistic_shift = kinetic_rel - E111
assert np.isclose(relativistic_shift, -E111**2 / (2 * rest / eV), rtol=1e-2)
assert triplet_gap > spin_orbit > abs(thermal_shift) > abs(relativistic_shift)

print("EMPTY LATTICE")
print(f"lattice constant a (rough input)      {a*1e9:.3f} nm")
print(f"Planck constant h                     {h:.6e} J s")
print(f"free-electron mass m                  {m:.6e} kg")
print(f"energy unit h^2/(2 m a^2)             {unit:.3f} eV")
print(f"length of G(111)                      {G111*1e-9:.2f} 1/nm")
print(f"wavelength 2 pi/G(111)                {2*np.pi/G111*1e9:.4f} nm")
print(f"first excited level E_111             {E111*eV:.4e} J")
print(f"first excited level E_111             {E111:.2f} eV")
print(f"second excited level E_200            {E200:.2f} eV")
print("REAL-SPACE CHECK, 12 points per cell edge")
print(f"primitive cell, lowest level          {abs(fd[0]):.3f} eV")
print(f"primitive cell, next 8 states, from   {fd[1]:.3f} eV")
print(f"primitive cell, next 8 states, to     {fd[8]:.3f} eV")
print(f"primitive cell, next 6 states, from   {fd[9]:.3f} eV")
print(f"primitive cell, next 6 states, to     {fd[14]:.3f} eV")
print(f"cubic cell, first 6 excited, from     {fd_cubic[1]:.3f} eV")
print(f"cubic cell, first 6 excited, to       {fd_cubic[6]:.3f} eV")
print("phase factors of wave (1,0,0)         "
      + ", ".join(f"{p:+.0f}" for p in phase_100))
print("NEGLECTED CRYSTAL POTENTIAL (local pseudopotential, k = 0)")
for shell, strength in form_factor_Ry.items():
    print(f"form factor, N = {shell:2d} (rough input)     {strength:+.2f} Ry")
print(f"plane waves in small and large basis  {small_count}, {large_count}")
print(f"largest change between the bases      {basis_change*1e3:.2f} meV")
print(f"first threefold level above lowest    {relative[1]:.2f} eV")
print(f"second threefold level above lowest   {relative[4]:.2f} eV")
print(f"next state above lowest               {relative[7]:.2f} eV")
print(f"separation of the threefold levels    {triplet_gap:.2f} eV")
print(f"first threefold level minus E_111     {relative[1]-E111:+.2f} eV")
print("SMALLER NEGLECTED EFFECTS")
print(f"spin-orbit splitting (rough input)    {spin_orbit:.2f} eV")
print(f"expansion coefficient (rough input)   {expansion:.1e} 1/K")
print(f"temperature rise (input)              {heating:.0f} K")
print(f"thermal-expansion shift of E_111      {thermal_shift*1e3:.2f} meV")
print(f"relativistic shift of E_111           {relativistic_shift*1e3:.3f} meV")
print("all tests passed")
```

Printed output:

```
EMPTY LATTICE
lattice constant a (rough input)      0.543 nm
Planck constant h                     6.626070e-34 J s
free-electron mass m                  9.109384e-31 kg
energy unit h^2/(2 m a^2)             5.101 eV
length of G(111)                      20.04 1/nm
wavelength 2 pi/G(111)                0.3135 nm
first excited level E_111             2.4520e-18 J
first excited level E_111             15.30 eV
second excited level E_200            20.41 eV
REAL-SPACE CHECK, 12 points per cell edge
primitive cell, lowest level          0.000 eV
primitive cell, next 8 states, from   15.303 eV
primitive cell, next 8 states, to     15.311 eV
primitive cell, next 6 states, from   20.407 eV
primitive cell, next 6 states, to     20.407 eV
cubic cell, first 6 excited, from     5.101 eV
cubic cell, first 6 excited, to       5.101 eV
phase factors of wave (1,0,0)         +1, -1, -1
NEGLECTED CRYSTAL POTENTIAL (local pseudopotential, k = 0)
form factor, N =  3 (rough input)     -0.21 Ry
form factor, N =  8 (rough input)     +0.04 Ry
form factor, N = 11 (rough input)     +0.08 Ry
plane waves in small and large basis  137, 339
largest change between the bases      8.10 meV
first threefold level above lowest    12.61 eV
second threefold level above lowest   16.04 eV
next state above lowest               16.50 eV
separation of the threefold levels    3.42 eV
first threefold level minus E_111     -2.69 eV
SMALLER NEGLECTED EFFECTS
spin-orbit splitting (rough input)    0.04 eV
expansion coefficient (rough input)   2.6e-06 1/K
temperature rise (input)              100 K
thermal-expansion shift of E_111      -7.95 meV
relativistic shift of E_111           -0.229 meV
all tests passed
```
